# Fermion-pair production in electron–positron annihilation with the final mass kept: test program

```python
"""
Tree-level annihilation e- e+ -> photon -> f fbar, f not an electron.
Result under test (massless electron, unpolarized, charge of f = +-e):
  dsigma/dOmega = alpha^2 beta/(4 s) [1 + cos^2 th + (1-beta^2) sin^2 th]
  sigma         = 4 pi alpha^2/(3 s) * beta (3-beta^2)/2
s: squared centre-of-mass energy; beta = sqrt(1-4m^2/s): speed of f;
m: mass of f; th: angle between incoming electron and outgoing f.
Natural units hbar = c = 1, energies in MeV, cross sections in nb.
The reference side uses explicit Dirac spinors, helicity by helicity,
and a phase-space integral with a narrow Gaussian as energy delta function.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

alpha = const.fine_structure
m_mu = const.physical_constants["muon mass energy equivalent in MeV"][0]
m_el = const.physical_constants["electron mass energy equivalent in MeV"][0]
hbarc = const.hbar * const.c / const.e * 1e9      # MeV fm
to_nb = hbarc**2 * 1e7                            # MeV^-2 -> nb
charge_sq = 4 * np.pi * alpha

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2 = np.zeros((2, 2))
# gamma^0 gamma^mu in the Dirac representation
g0g = np.array([np.eye(4, dtype=complex)]
               + [np.block([[zero2, p], [p, zero2]]) for p in pauli])
metric = np.diag([1.0, -1.0, -1.0, -1.0])
HELICITIES = (1, -1)


def direction(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


def pair_currents(mass, sqrt_s, theta, phi):
    """ubar(k1) gamma^mu v(k2), indexed [helicity 1, helicity 2, mu].

    k1 points along (theta, phi), k2 is opposite. The two-spinor inside v
    is spin-flipped relative to the physical antifermion spin."""
    energy = sqrt_s / 2
    mom = np.sqrt(energy**2 - mass**2)
    n = direction(theta, phi)
    sigma_n = np.einsum("i,iab->ab", n, pauli)
    half = theta / 2
    chi = {1: np.array([np.cos(half), np.exp(1j * phi) * np.sin(half)]),
           -1: np.array([-np.exp(-1j * phi) * np.sin(half), np.cos(half)])}
    norm = np.sqrt(energy + mass)
    small = mom / (energy + mass) * sigma_n
    out = np.zeros((2, 2, 4), dtype=complex)
    for a, h1 in enumerate(HELICITIES):
        u = norm * np.concatenate([chi[h1], small @ chi[h1]])
        for b, h2 in enumerate(HELICITIES):
            v = norm * np.concatenate([-small @ chi[h2], chi[h2]])
            out[a, b] = np.einsum("a,mab,b->m", u.conj(), g0g, v)
    return out


def squared_amplitudes(m_in, m_out, sqrt_s, theta, phi):
    """|M|^2/4 for each set of helicities (in, in, out, out)."""
    j_in = pair_currents(m_in, sqrt_s, 0.0, 0.0).conj()
    j_out = pair_currents(m_out, sqrt_s, theta, phi)
    amp = np.einsum("abm,mn,cdn->abcd", j_in, metric, j_out)
    return np.abs(charge_sq / sqrt_s**2 * amp)**2 / 4


def phase_space(mass, sqrt_s, width=0.05):
    """Two-body phase space per steradian from its momentum integral."""
    p0 = np.sqrt(sqrt_s**2 / 4 - mass**2)
    reach = 6 * width * (sqrt_s / 2) / p0
    p, dp = np.linspace(p0 - reach, p0 + reach, 2001, retstep=True)
    e = np.sqrt(p**2 + mass**2)
    delta = np.exp(-0.5 * ((2 * e - sqrt_s) / width)**2)
    delta /= width * np.sqrt(2 * np.pi)
    return np.sum(p**2 / (4 * e**2) * delta) * dp / (4 * np.pi**2)


def flux(mass, sqrt_s):
    """2E 2E |v1 - v2| for head-on beams of equal mass."""
    e = sqrt_s / 2
    speed = np.sqrt(e**2 - mass**2) / e
    return (2 * e)**2 * (2 * speed)


def sigma_numeric(m_in, m_out, sqrt_s):
    """Total cross section in nb from spinors, flux and phase space."""
    nodes, weights = np.polynomial.legendre.leggauss(4)
    total = 0.0
    for x, w in zip(nodes, weights):
        for phi in 2 * np.pi * np.arange(4) / 4:
            sq = squared_amplitudes(m_in, m_out, sqrt_s, np.arccos(x), phi)
            total += w * 2 * np.pi / 4 * sq.sum()
    return (total * phase_space(m_out, sqrt_s)
            / flux(m_in, sqrt_s) * to_nb)


def speed_of(mass, sqrt_s):
    return np.sqrt(1 - 4 * mass**2 / sqrt_s**2)


def angular_law(beta, theta):
    return 1 + np.cos(theta)**2 + (1 - beta**2) * np.sin(theta)**2


def total_factor(beta):
    return beta * (3 - beta**2) / 2


def sigma_point(sqrt_s):
    return 4 * np.pi * alpha**2 / (3 * sqrt_s**2) * to_nb


def dsigma_formula(beta, sqrt_s, theta):
    return (alpha**2 * beta / (4 * sqrt_s**2)
            * angular_law(beta, theta) * to_nb)


root_s = 300.0
s = root_s**2
beta = speed_of(m_mu, root_s)

# Current conservation, covariant spin sum and its spatial form
th, ph = 0.83, 1.37
n = direction(th, ph)
j = pair_currents(m_mu, root_s, th, ph)
tensor = np.einsum("abm,abn->mn", j, j.conj())
pm = np.sqrt(s / 4 - m_mu**2)
k1 = np.concatenate([[root_s / 2], pm * n])
k2 = np.concatenate([[root_s / 2], -pm * n])
trace_form = 4 * (np.outer(k1, k2) + np.outer(k2, k1)
                  - metric * (k1 @ metric @ k2 + m_mu**2))
assert np.max(np.abs(j[:, :, 0])) < 1e-10 * root_s
assert np.allclose(tensor, trace_form, rtol=0, atol=1e-10 * s)
assert np.allclose(tensor[1:, 1:],
                   2 * s * (np.eye(3) - beta**2 * np.outer(n, n)),
                   rtol=0, atol=1e-10 * s)

# Equal helicities: current along n only; opposite: transverse only
for a in range(2):
    for b in range(2):
        vec = j[a, b, 1:]
        along = (vec @ n) * n
        forbidden = vec - along if a == b else along
        assert np.max(np.abs(forbidden)) < 1e-10 * root_s

# Angular law and helicity split, massless electron
for energy in (220.0, 300.0, 1000.0):
    b_f = speed_of(m_mu, energy)
    for th, ph in ((0.0, 0.0), (0.4, 2.1), (1.2, 0.7), (2.6, 5.0)):
        sq = squared_amplitudes(0.0, m_mu, energy, th, ph) / charge_sq**2
        equal = sq[:, :, 0, 0].sum() + sq[:, :, 1, 1].sum()
        opposite = sq[:, :, 0, 1].sum() + sq[:, :, 1, 0].sum()
        assert abs(equal - (1 - b_f**2) * np.sin(th)**2) < 1e-11
        assert abs(opposite - (1 + np.cos(th)**2)) < 1e-11
        assert abs(sq.sum() - angular_law(b_f, th)) < 1e-11

# General law with a heavy initial fermion, where its mass really matters
m_heavy = 90.0
b_i = speed_of(m_heavy, root_s)
for th in (0.3, 1.1, 2.4):
    sq = squared_amplitudes(m_heavy, m_mu, root_s, th, 0.9).sum()
    law = 3 - b_i**2 - beta**2 + (b_i * beta * np.cos(th))**2
    assert abs(sq / charge_sq**2 - law) < 1e-11
heavy_ratio = (sigma_numeric(m_heavy, m_mu, root_s)
               / sigma_numeric(0.0, m_mu, root_s))
assert abs(heavy_ratio - (3 - b_i**2) / (2 * b_i)) < 1e-10

# Phase space and total cross section; finite Gaussian width limits accuracy
table = []
for energy in (220.0, 250.0, 300.0, 500.0, 1000.0):
    b_f = speed_of(m_mu, energy)
    assert abs(phase_space(m_mu, energy) * 32 * np.pi**2 / b_f - 1) < 2e-5
    formula = sigma_point(energy) * total_factor(b_f)
    assert abs(sigma_numeric(0.0, m_mu, energy) / formula - 1) < 2e-5
    table.append((energy, b_f, total_factor(b_f), formula))

# Differential cross section in nb/sr at one angle, all factors included
th = 1.0
direct = (squared_amplitudes(0.0, m_mu, root_s, th, 0.2).sum()
          * phase_space(m_mu, root_s) / flux(0.0, root_s) * to_nb)
assert abs(direct / dsigma_formula(beta, root_s, th) - 1) < 2e-5

# Leading electron-mass correction to the total cross section
sigma_num = sigma_numeric(0.0, m_mu, root_s)
el_shift = sigma_numeric(m_el, m_mu, root_s) / sigma_num - 1
assert abs(el_shift / (4 * m_el**2 / s) - 1) < 1e-3

# High-energy deficit 1-F = 6 m^4/s^2, from a spinor sum at small m^2/s;
# exact speed replaces smeared phase space to resolve the tiny difference
small_m = root_s * np.sqrt(1e-3) / 2
nodes, weights = np.polynomial.legendre.leggauss(4)
mean_sq = sum(w * squared_amplitudes(0.0, small_m, root_s,
                                     np.arccos(x), 0.3).sum()
              for x, w in zip(nodes, weights)) / charge_sq**2
deficit = 1 - speed_of(small_m, root_s) * mean_sq / (8 / 3)
assert abs(deficit / (6 * small_m**4 / s**2) - 1) < 1e-3

# Position of the maximum, found on the spinor-based cross section
beta_peak = np.sqrt((6 - np.sqrt(21)) / 5)
root_s_peak = 2 * m_mu / np.sqrt(1 - beta_peak**2)
search = minimize_scalar(lambda e: -sigma_numeric(0.0, m_mu, e),
                         bounds=(230.0, 290.0), method="bounded",
                         options={"xatol": 1e-4})
assert abs(search.x - root_s_peak) < 0.01

sigma = sigma_point(root_s) * total_factor(beta)
equal_share = (1 - beta**2) / (3 - beta**2)
sq_equal = 0.0
for x, w in zip(nodes, weights):
    sq = squared_amplitudes(0.0, m_mu, root_s, np.arccos(x), 0.3)
    sq_equal += w * (sq[:, :, 0, 0].sum() + sq[:, :, 1, 1].sum())
sq_all = sum(w * squared_amplitudes(0.0, m_mu, root_s,
                                    np.arccos(x), 0.3).sum()
             for x, w in zip(nodes, weights))
assert abs(sq_equal / sq_all - equal_share) < 1e-11

print("INPUTS")
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"muon mass = {m_mu:.5f} MeV")
print(f"electron mass = {m_el:.6f} MeV")
print(f"hbar c = {hbarc:.5f} MeV fm")
print(f"1 MeV^-2 = {to_nb:.6e} nb")
print(f"chosen total energy sqrt(s) = {root_s:.1f} MeV")
print("MUON PAIRS AT THE CHOSEN ENERGY")
print(f"threshold 2m = {2 * m_mu:.4f} MeV")
print(f"muon speed beta = {beta:.6f} (units of c)")
print(f"beta^2 = {beta**2:.6f}")
print(f"1 - beta^2 = {1 - beta**2:.6f}")
for deg in (0, 45, 90):
    t = np.radians(deg)
    print(f"theta = {deg:2d} deg: bracket = {angular_law(beta, t):.6f}, "
          f"dsigma/dOmega = {dsigma_formula(beta, root_s, t):.4f} nb/sr")
print(f"ratio 90 deg / 0 deg = {angular_law(beta, np.pi/2) / 2:.6f}")
print(f"4 pi alpha^2/(3 s) = {sigma_point(root_s):.4f} nb")
print(f"total factor F = {total_factor(beta):.6f}")
print(f"total cross section, formula = {sigma:.4f} nb")
print(f"total cross section, formula = {sigma / to_nb:.6e} MeV^-2")
print(f"total cross section, spinors = {sigma_num:.4f} nb")
print(f"equal-helicity fraction = {equal_share:.6f}")
print(f"equal-helicity part = {equal_share * sigma:.4f} nb")
print(f"opposite-helicity part = {(1 - equal_share) * sigma:.4f} nb")
print(f"relative electron-mass shift, spinors = {el_shift:.4e}")
print(f"4 m_e^2/s = {4 * m_el**2 / s:.4e}")
print("ENERGY TABLE: sqrt(s)/MeV, beta, F, sigma/nb")
for energy, b_f, factor, value in table:
    print(f"{energy:7.1f}  {b_f:.6f}  {factor:.6f}  {value:.4f}")
print("HIGH-ENERGY DEFICIT AT 4m^2/s = 0.001")
print(f"1 - F from spinors = {deficit:.5e}")
print(f"6 m^4/s^2 = {6 * small_m**4 / s**2:.5e}")
print("MAXIMUM OF THE CROSS SECTION")
print(f"beta at maximum, formula = {beta_peak:.6f}")
print(f"sqrt(s) at maximum, formula = {root_s_peak:.3f} MeV")
print(f"sqrt(s) at maximum, spinors = {search.x:.3f} MeV")
peak = sigma_point(root_s_peak) * total_factor(beta_peak)
print(f"maximum cross section = {peak:.4f} nb")
print("all tests passed")
```

Running it gives:

```
INPUTS
fine-structure constant alpha = 0.007297353
muon mass = 105.65838 MeV
electron mass = 0.510999 MeV
hbar c = 197.32698 MeV fm
1 MeV^-2 = 3.893794e+11 nb
chosen total energy sqrt(s) = 300.0 MeV
MUON PAIRS AT THE CHOSEN ENERGY
threshold 2m = 211.3168 MeV
muon speed beta = 0.709814 (units of c)
beta^2 = 0.503836
1 - beta^2 = 0.496164
theta =  0 deg: bracket = 2.000000, dsigma/dOmega = 81.7665 nb/sr
theta = 45 deg: bracket = 1.748082, dsigma/dOmega = 71.4673 nb/sr
theta = 90 deg: bracket = 1.496164, dsigma/dOmega = 61.1681 nb/sr
ratio 90 deg / 0 deg = 0.748082
4 pi alpha^2/(3 s) = 965.0497 nb
total factor F = 0.885906
total cross section, formula = 854.9435 nb
total cross section, formula = 2.195657e-09 MeV^-2
total cross section, spinors = 854.9434 nb
equal-helicity fraction = 0.198771
equal-helicity part = 169.9376 nb
opposite-helicity part = 685.0058 nb
relative electron-mass shift, spinors = 1.1605e-05
4 m_e^2/s = 1.1605e-05
ENERGY TABLE: sqrt(s)/MeV, beta, F, sigma/nb
  220.0  0.278174  0.406498  729.4671
  250.0  0.534344  0.725232  1007.8347
  300.0  0.709814  0.885906  854.9435
  500.0  0.906301  0.987242  342.9855
 1000.0  0.977418  0.999241  86.7885
HIGH-ENERGY DEFICIT AT 4m^2/s = 0.001
1 - F from spinors = 3.75125e-07
6 m^4/s^2 = 3.75000e-07
MAXIMUM OF THE CROSS SECTION
beta at maximum, formula = 0.532433
sqrt(s) at maximum, formula = 249.644 MeV
sqrt(s) at maximum, spinors = 249.644 MeV
maximum cross section = 1007.8521 nb
all tests passed
```
